# Why oversized dopants can prefer a second-neighbour oxygen vacancy

## What dimensions and symmetry allow

Consider one oxygen vacancy in a fluorite oxide and one trivalent dopant on a tetravalent cation site. Relative to the host lattice the vacancy has charge $+2$ and the dopant $-1$, in units of $e$. The dopant may occupy the first cation shell around the vacancy or the second. Let $E_1$ and $E_2$ be the two energies and define

$$P=E_1-E_2 ,$$

so that $P>0$ means that the second shell is preferred.

Removing the oxygen leaves a site of tetrahedral symmetry. Each of the four first-shell cations lies on a threefold axis, so in the undoped host it can move only along the line to the vacancy. Each of the six nearest oxygens lies on a cube axis with twofold symmetry, so it too can move only along that line. Two lengths therefore describe the relaxation of these ions: the outward shift $u$ of the cations and the inward shift $s$ of the oxygens.

Let $\delta$ measure how much larger the dopant is than a host cation. If $f$ is the repulsive force in one cation–oxygen bond and $\rho$ is the range of the repulsion, the response to size must be $f$ times a dimensionless function. To first order in the displacements,

$$\left.\frac{dP}{d\delta}\right|_{0}=f\left(c_0+c_u\frac{u}{\rho}+c_s\frac{s}{\rho}\right). \qquad (1)$$

The coefficients are pure numbers, because a first-order change of bond length depends on bond directions and not on the bond length itself. The question is whether the bracket is positive, and whether the resulting gain exceeds the electrostatic preference.

## First contribution: electrostatic attraction

Let $a$ be the cell edge. The shells lie at $r_0=\sqrt3\,a/4$ (4 sites) and $r_2=\sqrt{11}\,a/4$ (12 sites). For a dopant of host size, I take the attraction in a continuum of static relative permittivity $\varepsilon$:

$$C_n=-\frac{2k}{\varepsilon r_n},\qquad k=\frac{e^2}{4\pi\varepsilon_0},\qquad r_1\equiv r_0 . \qquad (2)$$

The example uses round parameters in the rough regime of doped ceria: $a=0.541$ nm and $\varepsilon=25$. The distances are $0.2343$ and $0.4486$ nm, and the energies are $C_1=-0.492$ eV and $C_2=-0.257$ eV. Hence

$$P_{\rm el}=C_1-C_2=-0.235\ \text{eV}.$$

In this estimate attraction alone favours the first shell, and the size effect must overcome this amount. A continuum is only a rough guide at such short distances, so the value is less certain than its digits suggest.

The static permittivity already contains the lattice's response to the dopant's charge. To avoid counting that response twice, the dopant is introduced in two steps. First the charge is changed at host size, which costs $C_n$. Then the size is changed at fixed charge. The bond lengths at the start of the second step leave out the shift of the oxygens caused by the dopant's own charge; the effect of this omission is estimated in the last section. Only the second step is treated atom by atom below.

## Second contribution: size in an unrelaxed host

Let the repulsion between a host cation and an oxygen at distance $r$ be

$$\phi(r)=f\rho\,e^{-(r-r_0)/\rho},\qquad -\phi'(r_0)=f,$$

and let the dopant have $\phi_d(r)=\phi(r-\delta)$. Enlarging the dopant then changes the energy of bond $i$ by

$$\phi(r_i-\delta)-\phi(r_i)=f\rho\left(e^{\delta/\rho}-1\right)w_i,\qquad w_i=e^{-(r_i-r_0)/\rho}. \qquad (3)$$

The weight $w_i$ is the bond's repulsive force relative to that of a bond in the perfect crystal.

The ions may readjust while $\delta$ grows. Write the energy as $E_n(\delta)=\min_x \mathcal E_n(x,\delta)$, where $x$ denotes the ionic positions. Then

$$\frac{dE_n}{d\delta}=\frac{\partial\mathcal E_n}{\partial\delta}+\frac{\partial\mathcal E_n}{\partial x}\cdot\frac{dx}{d\delta}.$$

The second term vanishes because the forces are zero at the minimum. Differentiating (3) at $\delta=0$ gives

$$\left.\frac{dE_n}{d\delta}\right|_0=f\sum_i w_i . \qquad (4)$$

The energy rises fastest where the dopant is already squeezed hardest.

In an unrelaxed host every weight is 1. A first-shell dopant has seven oxygen neighbours and a second-shell dopant has eight, so

$$\left.\frac{dP}{d\delta}\right|_0=f(7-8)=-f .$$

This fixes $c_0=-1$. The missing oxygen gives an oversized ion room, so size without relaxation strengthens the preference for the first shell. Adding oversize to attraction is not enough to explain a second-shell preference.

## Third contribution: relaxation of the host

The vacancy's positive effective charge repels cations and attracts oxygens. I take the resulting shifts $u$ and $s$ as inputs and hold the other host ions at their lattice sites until the size is changed.

Let $\mathbf b$ be the unit vector from an oxygen to the dopant. If the dopant moves by $\mathbf d$ and the oxygen by $\mathbf o$, the bond length changes to first order by

$$\Delta r=\mathbf b\cdot(\mathbf d-\mathbf o). \qquad (5)$$

**Dopant in the first shell.** In units of $a/4$, place the vacancy at the origin and the dopant at $(1,1,1)$. Then $\mathbf d=u(1,1,1)/\sqrt3$. The seven bonds form three groups.

- The oxygen at $(2,2,2)$ has $\mathbf b=-(1,1,1)/\sqrt3$, so $\Delta r=-u$.
- The three oxygens of type $(2,2,0)$ have $\mathbf b=(-1,-1,1)/\sqrt3$, so $\Delta r=-u/3$.
- The three of type $(2,0,0)$ have $\mathbf b=(-1,1,1)/\sqrt3$ and $\mathbf o=(-s,0,0)$. The dopant's motion contributes $u/3$ and the oxygen's contributes $-s/\sqrt3$, so $\Delta r=u/3-s/\sqrt3$.

Since $w_i\simeq1-\Delta r_i/\rho$,

$$\sum_i w_i^{(1)}\simeq7+\frac1\rho\left[u+3\cdot\frac u3-3\left(\frac u3-\frac{s}{\sqrt3}\right)\right]
=7+\frac{u}{\rho}+\frac{3s}{\sqrt3\,\rho}. \qquad (6)$$

**Dopant in the second shell.** Take the site $(3,1,-1)$. One of its eight oxygens, at $(2,0,0)$, is among the six that move towards the vacancy. Here $\mathbf b=(1,1,-1)/\sqrt3$ and again $\mathbf o=(-s,0,0)$, so $\Delta r=+s/\sqrt3$. This bond becomes longer, and

$$\sum_i w_i^{(2)}\simeq8-\frac{s}{\sqrt3\,\rho}. \qquad (7)$$

Subtracting (7) from (6) and using (4) gives

$$\boxed{\left.\frac{dP}{d\delta}\right|_0\simeq f\left(-1+\frac{u}{\rho}+\frac{4s}{\sqrt3\,\rho}\right)} \qquad (8)$$

An oxygen moving into the vacancy presses on a first-shell dopant but makes room for a second-shell dopant. Three such oxygens act in the first case and one in the second, which gives the factor 4. The outward motion of a first-shell dopant adds to the effect by pressing it against the oxygens behind it. Within this linear model, oversize favours the second shell if

$$u+\frac{4s}{\sqrt3}>\rho. \qquad (9)$$

For $u=0.020$ nm, $s=0.030$ nm and $\rho=0.035$ nm, the left side is $0.0893$ nm. The terms in the bracket of (8) are

$$-1+0.57+1.98=1.55 .$$

The missing bond contributes $-1$, the cation shift $0.57$ and the oxygen shift $1.98$. The oxygen shift is the largest contribution, and without it the bracket would remain negative.

The displacements are not very small compared with $\rho$, so the bond lengths should also be evaluated without expansion. The sums of weights become $8.93$ and $7.59$, and their difference is $1.34$ instead of $1.55$. One reason for a reduction is sideways motion, which lengthens a bond at second order. For a $(2,0,0)$ oxygen the linear shortening is $0.01732-0.00667=0.01065$ nm, which would give $w=e^{0.01065/0.035}=1.36$. The full geometry gives $1.20$.

If both shifts are scaled together by a factor $\lambda$, (8) changes sign at $\lambda=0.035/0.0893=0.39$; the full geometry gives $0.40$. At fixed $u$ and $s$, a softer repulsion with larger $\rho$ weakens the relaxation terms and leaves the missing-bond term dominant. A steeper repulsion has the opposite effect.

## The strength of a bond and the stiffness of its surroundings

The force $f$ follows from equilibrium of the perfect crystal. With formal charges and nearest-neighbour repulsion, the energy per formula unit is $-Mk/r+8\phi(r)$, where $M$ comes from the Coulomb lattice sum. Setting its derivative at $r_0$ to zero gives

$$\frac{Mk}{r_0^2}-8f=0,\qquad f=\frac{Mk}{8r_0^2}. \qquad (10)$$

The value of $C_1$ implies $k=0.4917\times25\times0.2343/2=1.440$ eV nm. With $M=20.16$,

$$f=\frac{20.16\times1.440}{8\times0.2343^2}=66.1\ \text{eV/nm}.$$

The surroundings also yield when the dopant expands. Moving one ion against fixed neighbours changes each bond with stiffness $\phi''=f/\rho$ along the bond and $\phi'/r_0=-f/r_0$ in each of the two transverse directions. The $z$ bonds are arranged cubically or tetrahedrally, so their average is isotropic:

$$K=\frac z3\left(\phi''+\frac{2\phi'}{r_0}\right)=\frac{zf}{3}\left(\frac1\rho-\frac2{r_0}\right). \qquad (11)$$

There is no Coulomb term. The potential of the other ions obeys Laplace's equation, so its three curvatures sum to zero, and site symmetry makes them equal. For a cation $z=8$ and $K_c=3532$ eV/nm²; for an oxygen $z=4$ and $K_O=1766$ eV/nm². I use these perfect-crystal values near the vacancy and treat the ions as independent oscillators, coupled only by the extra repulsion (3).

To second order in $\delta$, the prefactor in (3) is $f\delta+f\delta^2/(2\rho)$. To first order, the enlarged dopant pushes oxygen $i$ with an extra force $(f\delta/\rho)w_i$. It is itself pushed by $(f\delta/\rho)\left|\sum_iw_i\mathbf n_i\right|$, where $\mathbf n_i$ is the unit vector along the relaxed bond from oxygen to dopant. An oscillator of stiffness $K$ under force $F$ lowers its energy by $F^2/(2K)$. Therefore

$$\left.\frac{d^2E_n}{d\delta^2}\right|_0=\frac f\rho\sum_iw_i-\left(\frac f\rho\right)^2\left[\frac{\sum_iw_i^2}{K_O}+\frac{\left|\sum_iw_i\mathbf n_i\right|^2}{K_c}\right]. \qquad (12)$$

The negative terms express the yielding of the surroundings. They matter more in the first shell because its bonds are more compressed.

## Weighing the contributions

Put $B=P'(0)$ and $C=P''(0)$. The first derivative is $B=66.1\times1.342=88.7$ eV/nm, and (12) gives $C=-6.77\times10^3$ eV/nm². Near the crossover,

$$P(\delta)\simeq P_{\rm el}+B\delta+\tfrac12C\delta^2 . \qquad (13)$$

The smaller positive root, where the preference first changes, is

$$\delta_*=\frac{-2P_{\rm el}}{B+\sqrt{B^2-2CP_{\rm el}}}
=\frac{0.470}{88.7+68.5}=0.0030\ \text{nm}.$$

Minimizing the model energy over the dopant and its oxygen neighbours gives $0.0029$ nm, or $0.029$ Å. Condition (9) only makes the size effect act in the right direction; in this example the oversize must also exceed $\delta_*$. With weaker relaxation there may be no crossover at all. If $B^2<2CP_{\rm el}$, (13) has no real root: within this approximation, the yielding of the surroundings ends the gain before it has overcome the attraction. Full minimization can still give a crossover at larger $\delta$, where (13) is no longer accurate.

At $\delta=0.008$ nm, binding energies follow by subtracting the size energy of an isolated dopant:

- First shell: attraction $-0.492$ eV plus size $+0.349$ eV gives $-0.143$ eV.
- Second shell: attraction $-0.257$ eV plus size $-0.207$ eV gives $-0.464$ eV.

Thus $P=+0.321$ eV. In this example size weakens first-shell binding and strengthens second-shell binding; only the difference between the two shells decides the preference.

The controls separate the causes. With the same dopant but $u=s=0$, $P=-0.789$ eV, which is more negative than the electrostatic value. With the relaxed host but $\delta=-0.004$ nm, $P=-0.664$ eV, so an undersized dopant favours the first shell. At fixed $\delta=0.008$ nm, the two shells have equal energy when 68% of the assumed relaxation is present. This exceeds the 40% needed to reverse the slope at $\delta=0$, because the size effect must also overcome the attraction and the greater yielding of the surroundings in the first shell.

The quadratic form should not be carried far beyond the crossover. At $\delta=0.008$ nm it gives $-0.235+0.710-0.217=0.258$ eV, against $0.321$ eV from full minimization. The latter is still rising at $0.012$ nm, where $P=0.522$ eV.

## Temperature and the number of sites

For one dilute pair, with equal vibrational entropy in the two shells, the ratio of populations is

$$\frac{N_2}{N_1}=\frac{12}{4}\exp\left(\frac{P}{k_BT}\right). \qquad (14)$$

At 873 K, $k_BT=0.0752$ eV. For a host-sized dopant the ratio is $0.13$: the larger number of second-shell sites does not overcome attraction. For $\delta=0.008$ nm it is about $2\times10^2$. That figure is very sensitive to energy, since an error of $0.1$ eV changes it by a factor $e^{1.33}\simeq4$.

Equal populations require $P=-k_BT\ln3=-0.083$ eV, not $P=0$. Replacing $P_{\rm el}$ in the root of (13) by $-0.235+0.083=-0.152$ eV gives $\delta\simeq0.0018$ nm. Site counting therefore moves the change in population to a smaller oversize than the change in energy.

## Doped ceria and the limits of the model

The cell edge, permittivity and temperature are rough values for ceria electrolytes, and $u$ and $s$ are plausible rough shifts, not calculated ones. Trivalent rare-earth ions can exceed the host cation in radius by roughly $0.01$ nm, and the largest by nearer $0.02$ nm. These differences are of the same order as the example, but $\delta$ is a shift of a repulsion curve, not a difference of tabulated radii. The lower charge alone lengthens the dopant's bonds, by about $0.014$ nm at $\delta=0$ when all ions of the formal-charge crystal are relaxed, so an ion with a larger tabulated radius may correspond to $\delta$ near zero or negative. The crossover at $0.003$ nm should not be used to place a particular element. Practical electrolytes also break the assumption of one isolated pair, since they often contain around 10% dopant. The twelve second-shell sites of a vacancy then hold about one dopant on average. The repulsion between dopants, which the model leaves out, then also depends on which sites they occupy.

Other simplifications can be sized one at a time, with $\delta=0.008$ nm and the remaining inputs fixed:

- A trivalent ion feels three quarters of the vacancy's Coulomb force on a host cation. Reducing the dopant's outward shift by the same factor, as a rough estimate, lowers $P$ from $0.321$ to $0.285$ eV.
- Reducing the oxygen shift by 20% gives $0.162$ eV.
- Reducing the stiffnesses by 30% gives $0.260$ eV.
- Reducing the permittivity to 20, to represent weaker screening at short distance, gives $0.262$ eV.
- The dopant's lower charge lets its oxygens move away before its size changes. If this lengthens all its bonds by $0.010$ nm, every weight is multiplied by $e^{-0.010/0.035}=0.75$, and $P$ falls to $0.215$ eV. The $0.010$ nm is an assumed value and may be too small. The independent oscillators used above would give $2k/(r_0^2K_O)=0.030$ nm, for which $P$ is only $0.05$ eV, and $P$ vanishes at $0.038$ nm.

Each change leaves the second shell preferred. Their separate reductions sum to $0.42$ eV, however, and applied together they give $P\simeq-0.04$ eV, so the preference is lost. Holding the other host ions fixed and separating the charge step from the size step also matter. If all ions of the formal-charge crystal of (10) are relaxed in a periodic cell of 95 ions, the $(2,2,2)$ oxygen yields and the difference of weight sums falls from $1.34$ to about $1.0$. It falls to about $0.4$ once the dopant carries its trivalent charge. In that small cell $P$ is near $0$ at $\delta=0$ and about $0.18$ eV at $\delta=0.008$ nm, so the slope keeps its sign but both the slope and the net attraction are much smaller than in the example. That rigid-ion crystal also has a static permittivity near 8, not the 25 used in (2). Both the size and the sign of $P$ in a real oxide thus need a calculation that relaxes all ions and treats their charges consistently. Within its assumptions, the model shows the mechanism and its conditions: relaxation around the vacancy, here mainly the inward shift of the oxygens, must squeeze a first-shell dopant relative to a second-shell one enough to outweigh both the room left by the missing oxygen and the stronger attraction at short distance. The remaining values are in the numerical output.

## Table of computed values

```
Cell edge a: 0.541 nm
Repulsion range rho: 0.035 nm
Static relative permittivity: 25.0
Outward cation shift u: 0.020 nm
Inward oxygen shift s: 0.030 nm
Example oversize delta: 0.008 nm
Temperature: 873 K
First-shell distance r0: 0.2343 nm
Second-shell distance: 0.4486 nm
Attraction, first shell: -0.4917 eV
Attraction, second shell: -0.2568 eV
Electrostatic E1-E2: -0.2349 eV
Lattice-sum constant M: 20.1551
Repulsive force per bond f: 66.11 eV/nm
Cation stiffness: 3532 eV/nm^2
Oxygen stiffness: 1766 eV/nm^2
Bond weights, first shell: 1.183 1.183 1.183 1.204 1.204 1.204 1.771
Sum of weights, first shell: 8.9315
Bond weights, second shell: 0.589 1.000 1.000 1.000 1.000 1.000 1.000 1.000
Sum of weights, second shell: 7.5893
Slope factor, unrelaxed host: -1.0000
Slope factor, linear formula: 1.5509
Slope factor, explicit geometry: 1.3423
u + 4s/sqrt(3): 0.0893 nm
Relaxation fraction, slope reversal: 0.4029
Relaxation fraction, E1=E2 at example delta: 0.6816
First derivative of E1-E2: 88.73 eV/nm
Second derivative of E1-E2: -6766 eV/nm^2
Crossover oversize, second-order estimate: 0.00299 nm
Crossover oversize, full minimization: 0.00293 nm
Crossover oversize, converted: 0.0293 angstrom
Size part of binding, first shell: 0.3489 eV
Size part of binding, second shell: -0.2068 eV
Total binding, first shell: -0.1429 eV
Total binding, second shell: -0.4636 eV
E1-E2 at example delta, unrelaxed host: -0.7889 eV
E1-E2 at delta = -0.004 nm: -0.6644 eV
E1-E2 at delta = 0.000 nm: -0.2349 eV
E1-E2 at delta = 0.004 nm: 0.0754 eV
E1-E2 at delta = 0.008 nm: 0.3208 eV
E1-E2 at delta = 0.012 nm: 0.5217 eV
E1-E2, dopant outward shift times 0.75: 0.2848 eV
E1-E2, oxygen shift times 0.8: 0.1615 eV
E1-E2, stiffness times 0.7: 0.2599 eV
E1-E2, permittivity 20: 0.2620 eV
Thermal energy kT: 0.0752 eV
Site-entropy term kT ln 3: 0.0826 eV
Second/first shell population: 213.2
Same ratio for a host-sized dopant: 0.1321
```
